# Hydrogen's cusp and the cubic energy error of sinc bases: test program

```python
"""
Result under test: the variational ground-state energy of hydrogen in a
band-limited basis (all Coulomb matrix elements exact) has the error
  ball |k| <= K         : 16/(3 pi K^3) - 16/(pi^2 K^4) + O(K^-5)
  cube |k_i| <= pi/h    : C h^3 + O(h^4),
                          C = 4 (1 + 15 a)/(3 pi^5), a = atan(1/sqrt 2)/sqrt 2
because the nuclear cusp gives the wavefunction a k^-4 Fourier tail.
Hartree atomic units. K: cutoff wavenumber, h: sinc spacing, E0 = -1/2.
The ball is solved as an s-wave problem in momentum space, the cube as a
three-dimensional periodic-sinc (psinc) problem in a large box.
"""
import numpy as np
from scipy import constants
from scipy.fft import dctn, next_fast_len
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh
from scipy.sparse.linalg import LinearOperator, lobpcg
from scipy.special import roots_legendre, eval_legendre

pi = np.pi
E0 = -0.5
hartree_eV = constants.value("Hartree energy in eV")
bohr_angstrom = constants.value("Bohr radius") * 1e10


# ---------- Fourier tail and cusp ----------
def radial_transform(f, k):
    """Unitary 3D Fourier transform of a radial function, by quadrature."""
    integral = quad(lambda r: r * f(r), 0, 40, weight="sin", wvar=k,
                    epsabs=1e-13, epsrel=1e-10, limit=500)[0]
    return 4 * pi * integral / k / (2 * pi) ** 1.5


def phi_exact(k):
    return 2 * np.sqrt(2) / pi / (1 + k * k) ** 2


phi_quad = radial_transform(lambda r: np.exp(-r) / np.sqrt(pi), 3.0)
assert abs(phi_quad / phi_exact(3.0) - 1) < 1e-7

# a different function with slope -1 at the origin tests the general tail law
k_tail = 40.0
tail_quad = k_tail**4 * radial_transform(
    lambda r: np.exp(-r) / (1 + r * r), k_tail)
tail_law = 8 * pi / (2 * pi) ** 1.5
assert abs(tail_quad / tail_law - 1) < 0.02   # next term is of order 1/k^2


# without a cusp the transform must fall faster than k^-4
def cuspless(r):
    return (1 + r) * np.exp(-r)


power_cuspless = np.log2(radial_transform(cuspless, 20.0)
                         / radial_transform(cuspless, 40.0))
power_cusp = np.log2(radial_transform(lambda r: np.exp(-r), 20.0)
                     / radial_transform(lambda r: np.exp(-r), 40.0))
assert abs(power_cusp - 4) < 0.05 and abs(power_cuspless - 6) < 0.05

# ---------- Hardy inequality on a nearly saturating function ----------
# f = r^-0.45 exp(-r); the substitution r = x^10 removes the singularity
hardy_top = quad(lambda x: 10 * np.exp(-2 * x**10), 0, 2)[0]
hardy_bottom = quad(lambda x: 10 * (0.45 + x**10) ** 2
                    * np.exp(-2 * x**10), 0, 2)[0]
hardy_ratio = hardy_top / hardy_bottom
assert 3 < hardy_ratio < 4

# ---------- ball: s-wave problem in odd Legendre polynomials ----------
degree = np.arange(1, 1200, 2)
row, col = np.meshgrid(degree, degree, indexing="ij")


def log_element(n, m):
    """Integral of P_n(x) P_m(y) ln|x-y| over the square, n and m odd."""
    return -8.0 / ((n + m) * (n + m + 2) * (1.0 - (n - m) ** 2))


def log_element_quadrature(n, m):
    nodes, weights = roots_legendre(60)
    total = 0.0
    for x, w in zip(nodes, weights):
        left = quad(lambda y: eval_legendre(m, y), -1, x,
                    weight="alg-logb", wvar=(0, 0))[0]
        right = quad(lambda y: eval_legendre(m, y), x, 1,
                     weight="alg-loga", wvar=(0, 0))[0]
        total += w * eval_legendre(n, x) * (left + right)
    return total


for pair in [(1, 1), (1, 3), (3, 3)]:
    assert abs(log_element_quadrature(*pair) - log_element(*pair)) < 1e-4


def recurrence(n):
    return n / np.sqrt(4.0 * n * n - 1)


x_squared = np.diag(recurrence(degree) ** 2 + recurrence(degree + 1) ** 2)
off = recurrence(degree[:-1] + 1) * recurrence(degree[:-1] + 2)
x_squared += np.diag(off, 1) + np.diag(off, -1)
coulomb = (np.sqrt((2.0 * row + 1) * (2 * col + 1)) / (2 * pi)
           * log_element(row, col))

nodes, weights = roots_legendre(1400)
legendre = np.polynomial.legendre.legvander(nodes, 1199)[:, 1::2]
legendre = legendre * np.sqrt((2 * degree + 1) / 2)

cutoffs = [16.0, 32.0, 64.0]
ball_error, ball_rest, relaxation = [], [], []
for K in cutoffs:
    H = 0.5 * K**2 * x_squared + K * coulomb
    energy = eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]
    k = K * nodes
    projected = legendre.T @ (weights * k / (1 + k * k) ** 2)
    projected /= np.linalg.norm(projected)
    energy_projected = projected @ H @ projected
    error = energy - E0
    ball_error.append(error)
    ball_rest.append(error - 16 / (3 * pi * K**3) + 16 / (pi**2 * K**4))
    relaxation.append(energy_projected - energy)
    if K == 16.0:
        # H - E0 - (3/14) T must be non-negative on the complement of psi0
        form = H - E0 * np.eye(len(H)) - (3 / 14) * 0.5 * K**2 * x_squared
        Q = np.eye(len(H)) - np.outer(projected, projected)
        lifted = Q @ form @ Q + 10 * np.outer(projected, projected)
        coercive_min = eigh(lifted, eigvals_only=True,
                            subset_by_index=[0, 0])[0]
        assert coercive_min > 0

ball_power = np.log2(ball_error[1] / ball_error[2])
rest_power = np.log2(ball_rest[1] / ball_rest[2])
relax_power = np.log2(relaxation[1] / relaxation[2])
assert min(ball_error) > 0 and min(relaxation) > 0
assert 2.95 < ball_power < 3.01
assert 4.5 < rest_power < 5.5
assert 4.5 < relax_power < 5.5

# ---------- cube: angular integral and coefficient ----------
a = np.arctan(1 / np.sqrt(2)) / np.sqrt(2)
angular = 1 + 15 * a
angular_quad = 6 * dblquad(lambda y, x: (1 + x * x + y * y) ** -3,
                           -1, 1, -1, 1)[0]
assert abs(angular - angular_quad) < 1e-7
C_cube = 4 * angular / (3 * pi**5)
C_ball = 16 / (3 * pi**4)


def psinc_energy(h, N, width=0.0):
    """Lowest energy with N^3 psincs (N odd) of spacing h, even states only.
    The attraction is cut off at half the box length; width > 0 replaces
    the point nucleus by a Gaussian charge, potential -erf(r/width)/r."""
    M = (N - 1) // 2
    L = N * h
    R = L / 2
    P = next_fast_len(2 * M + 1)      # grid fine enough for exact elements
    k1 = 2 * pi / L * np.arange(2 * M + 1)
    k2 = (k1[:, None, None] ** 2 + k1[None, :, None] ** 2
          + k1[None, None, :] ** 2)
    safe = k2.copy()
    safe[0, 0, 0] = 1.0
    W = -4 * pi * (1 - np.cos(np.sqrt(safe) * R)) / safe
    W[0, 0, 0] = -2 * pi * R**2
    W *= np.exp(-k2 * width**2 / 4) / L**3
    padded = np.zeros((P + 1,) * 3)
    padded[:2 * M + 1, :2 * M + 1, :2 * M + 1] = W
    V = dctn(padded, type=1)
    s = np.full(M + 1, np.sqrt(2.0))
    s[0] = 1.0
    scale = s[:, None, None] * s[None, :, None] * s[None, None, :]
    k2 = k2[:M + 1, :M + 1, :M + 1]
    kinetic = 0.5 * k2.ravel()
    size = kinetic.size

    def apply_H(vector):
        c = np.asarray(vector).ravel()
        work = np.zeros((P + 1,) * 3)
        work[:M + 1, :M + 1, :M + 1] = c.reshape(scale.shape) / scale
        work = dctn(V * dctn(work, type=1), type=1) / (2 * P) ** 3
        return kinetic * c + (scale * work[:M + 1, :M + 1, :M + 1]).ravel()

    def precondition(vector):
        return np.asarray(vector).ravel() / (kinetic + 0.5)

    H = LinearOperator((size, size), matvec=apply_H, dtype=float)
    B = LinearOperator((size, size), matvec=precondition, dtype=float)
    start = (scale / (1 + k2) ** 2).reshape(-1, 1)
    start /= np.linalg.norm(start)
    vector = lobpcg(H, start, M=B, tol=1e-6, maxiter=60,
                    largest=False)[1][:, 0]
    vector = vector / np.linalg.norm(vector)
    image = apply_H(vector)
    energy = vector @ image
    assert np.linalg.norm(image - energy * vector) < 1e-4
    return energy


spacings = np.array([0.4, 0.3, 0.2])
points = [51, 67, 101]
cube_energy = np.array([psinc_energy(h, N) for h, N in zip(spacings, points)])
cube_error = cube_energy - E0
C_extrapolated = np.polyfit(spacings, cube_error / spacings**3, 2)[-1]
cube_power = np.log2(cube_error[0] / cube_error[2])
assert abs(C_extrapolated / C_cube - 1) < 0.02
assert 2.7 < cube_power < 3.05

box_change = psinc_energy(0.4, 65) - cube_energy[0]
assert abs(box_change) < 1e-5

# control: no cusp, hence no slow tail
smooth_change = psinc_energy(0.4, 51, 1.0) - psinc_energy(0.2, 101, 1.0)
cusp_change = cube_energy[0] - cube_energy[2]
assert abs(smooth_change) < 0.01 * cusp_change

# ---------- estimate for a wanted accuracy ----------
target = 1e-3
h_target = (target / C_cube) ** (1 / 3)
K_target = (16 / (3 * pi * target)) ** (1 / 3)
N_target = 2 * int(np.ceil(10 / h_target)) + 1
error_at_target = psinc_energy(h_target, N_target) - E0
assert 0.75 * target < error_at_target < target

# ---------- output ----------
print(f"k^4 phi limit, hydrogen: {2*np.sqrt(2)/pi:.5f} (a.u.)")
print(f"Tail test at k = {k_tail:.0f}/bohr: quadrature {tail_quad:.4f},"
      f" law {tail_law:.4f}")
print(f"Decay power of transform, with cusp: {power_cusp:.3f}")
print(f"Decay power of transform, no cusp: {power_cuspless:.3f}")
print(f"Hardy ratio of test function (limit 4): {hardy_ratio:.3f}")
print(f"Lowest value of coercivity form: {coercive_min:.4f} hartree")
print("Ball: K (1/bohr), error, leading term, two terms (hartree)")
for K, err in zip(cutoffs, ball_error):
    lead = 16 / (3 * pi * K**3)
    print(f"  {K:.0f}  {err:.5e}  {lead:.5e}"
          f"  {lead - 16/(pi**2*K**4):.5e}")
print("Ball: K (1/bohr), K^5*remainder, K^5*relaxation gain (a.u.)")
for K, rest, gain in zip(cutoffs, ball_rest, relaxation):
    print(f"  {K:.0f}  {rest*K**5:.3f}  {gain*K**5:.3f}")
print(f"Ball, K 32 to 64: power of error {ball_power:.3f}")
print(f"Ball, K 32 to 64: power of remainder {rest_power:.3f}")
print(f"Ball, K 32 to 64: power of relaxation gain {relax_power:.3f}")
print(f"a = atan(1/sqrt2)/sqrt2: {a:.6f}")
print(f"Angular integral for cube: {angular:.5f}; sphere 4 pi: {4*pi:.5f}")
print(f"C for cube: {C_cube:.6f} hartree/bohr^3")
print(f"C for ball with K = pi/h: {C_ball:.6f} hartree/bohr^3")
print("Psinc: h (bohr), N per side, box (bohr), energy (hartree)")
for h, N, energy in zip(spacings, points, cube_energy):
    print(f"  {h:.1f}  {N}  {N*h:.1f}  {energy:.7f}")
print("Psinc: h (bohr), error, C h^3 (hartree), error/h^3 (a.u.)")
for h, err in zip(spacings, cube_error):
    print(f"  {h:.1f}  {err:.4e}  {C_cube*h**3:.4e}  {err/h**3:.5f}")
print(f"Extrapolated error/h^3: {C_extrapolated:.5f} hartree/bohr^3")
print(f"Psinc, h 0.4 to 0.2: power of error {cube_power:.3f}")
print(f"Box 20.4 to 26.0 bohr, h 0.4: change {box_change:.1e} hartree")
print(f"Energy drop h 0.4 to 0.2, point nucleus: {cusp_change:.3e} hartree")
print(f"Same, Gaussian nucleus of width 1 bohr: {smooth_change:.1e} hartree")
print(f"Target error: {target:.4f} hartree = {target*hartree_eV:.4f} eV")
print(f"Estimated sinc spacing: {h_target:.4f} bohr"
      f" = {h_target*bohr_angstrom:.4f} angstrom")
print(f"Computed error at that spacing: {error_at_target:.3e} hartree")
print(f"Estimated plane-wave K: {K_target:.3f} /bohr")
print(f"Estimated plane-wave cutoff: {K_target**2/2:.2f} hartree"
      f" = {K_target**2/2*hartree_eV:.0f} eV")
print("all assertions hold")
```

Running it gives:

```
k^4 phi limit, hydrogen: 0.90032 (a.u.)
Tail test at k = 40/bohr: quadrature 1.6059, law 1.5958
Decay power of transform, with cusp: 3.995
Decay power of transform, no cusp: 5.992
Hardy ratio of test function (limit 4): 3.636
Lowest value of coercivity form: 0.3291 hartree
Ball: K (1/bohr), error, leading term, two terms (hartree)
  16  3.85594e-04  4.14466e-04  3.89729e-04
  32  5.01326e-05  5.18082e-05  5.02622e-05
  64  6.37540e-06  6.47603e-06  6.37940e-06
Ball: K (1/bohr), K^5*remainder, K^5*relaxation gain (a.u.)
  16  -4.337  1.522
  32  -4.349  1.410
  64  -4.303  1.306
Ball, K 32 to 64: power of error 2.975
Ball, K 32 to 64: power of remainder 5.015
Ball, K 32 to 64: power of relaxation gain 5.110
a = atan(1/sqrt2)/sqrt2: 0.435210
Angular integral for cube: 7.52815; sphere 4 pi: 12.56637
C for cube: 0.032800 hartree/bohr^3
C for ball with K = pi/h: 0.054752 hartree/bohr^3
Psinc: h (bohr), N per side, box (bohr), energy (hartree)
  0.4  51  20.4  -0.4981737
  0.3  67  20.1  -0.4991962
  0.2  101  20.2  -0.4997528
Psinc: h (bohr), error, C h^3 (hartree), error/h^3 (a.u.)
  0.4  1.8263e-03  2.0992e-03  0.02854
  0.3  8.0379e-04  8.8561e-04  0.02977
  0.2  2.4719e-04  2.6240e-04  0.03090
Extrapolated error/h^3: 0.03284 hartree/bohr^3
Psinc, h 0.4 to 0.2: power of error 2.885
Box 20.4 to 26.0 bohr, h 0.4: change 6.8e-07 hartree
Energy drop h 0.4 to 0.2, point nucleus: 1.579e-03 hartree
Same, Gaussian nucleus of width 1 bohr: 1.8e-07 hartree
Target error: 0.0010 hartree = 0.0272 eV
Estimated sinc spacing: 0.3124 bohr = 0.1653 angstrom
Computed error at that spacing: 9.032e-04 hartree
Estimated plane-wave K: 11.929 /bohr
Estimated plane-wave cutoff: 71.15 hartree = 1936 eV
all assertions hold
```
